# Image-force lowering of a Schottky barrier in a depletion field, part 2

An n-type semiconductor with ionised donors of uniform density $N$ fills $x>0$ and touches a planar, ideally conducting metal at $x=0$. The problem is how far an electron's attraction to the charge it induces in the metal lowers the barrier top. The algebra is in atomic units, with numbers in electronvolts and angstroms. In those units each Coulomb interaction carries a factor $k=e^2/(4\pi\varepsilon_0)=14.40$ eV Å.

The static permittivity $\varepsilon_s$ governs the donor field, and $\varepsilon_i$ screens the image force. $E_C(x)$ is the band edge without the image energy, measured from its bulk value, and $V=E_C(0)$ is the band bending. $\Phi$ is the height of the unlowered band edge at the interface above the metal's Fermi level. $T$ is the temperature and $k_B$ Boltzmann's constant.

For an empty depletion layer of width $W$, part (b) found $E_C=V(1-x/W)^2$, with the downward slope $F$ at the metal:

$$W=\sqrt{\frac{\varepsilon_sV}{2\pi N}},\qquad F=\frac{2V}{W},\qquad F^2=\frac{8\pi NV}{\varepsilon_s}.$$

The electron's energy $U$ is $E_C$ plus the image energy $-1/(4\varepsilon_ix)$. For a straight band edge $V-Fx$, part (c) gave the position $x_0$ of the top and its reduction $\Delta_0$ below $V$. With $F$ from (b), this is the fourth-root law:

$$x_0=\frac{1}{2\sqrt{\varepsilon_iF}},\qquad \Delta_0=\sqrt{\frac{F}{\varepsilon_i}}=2Fx_0=\left(\frac{8\pi NV}{\varepsilon_s\varepsilon_i^2}\right)^{1/4}.$$

Part (e) kept the full parabola. With $u=x/W$ and $\delta=\frac{1}{4\varepsilon_iWV}$, the top is the smaller root of $2u^2(1-u)=\delta$, and the reduction $\Delta$ obeys

$$\frac{\Delta}{V}=4u-3u^2 .$$

The top is level with the bulk band edge at $V=V_c$ and ceases to exist at $V_c/2^{2/3}$, where

$$V_c=\left(\frac{27}{16\varepsilon_i}\right)^{2/3}\left(\frac{2\pi N}{\varepsilon_s}\right)^{1/3}.$$

The example has $N=10^{-7}$ Å$^{-3}$, $V=0.5$ eV and $\varepsilon_s=\varepsilon_i=10$. This gives $W=743.4$ Å, $F=1.345\times10^{-3}$ eV/Å, $x_0=16.36$ Å and $\Delta_0=0.04401$ eV. At 300 K, $k_BT=0.02585$ eV.

### (f) How accurate is the fourth root?

**Question.** Expand the result of (e) for a top close to the metal. Find the first two corrections to $\Delta_0$ and the local exponents with which the reduction depends on $N$ and on $V$. What happens when $N$ or $V$ is made sixteen times larger?

**Solution.** The natural small parameter is $u_0=x_0/W$. From $x_0^2=1/(4\varepsilon_iF)$ and $F=2V/W$,

$$u_0^2=\frac{1}{4\varepsilon_iFW^2}=\frac{1}{8\varepsilon_iVW}=\frac{\delta}{2}.$$

The condition $2u^2(1-u)=\delta$ becomes $u^2(1-u)=u_0^2$, or, on taking the positive root and expanding,

$$u=u_0(1-u)^{-1/2}=u_0\left(1+\frac{u}{2}+\frac{3u^2}{8}+\dots\right).$$

This is solved by repeated insertion. The lowest order is $u=u_0$. Putting this into the right-hand side gives $u=u_0+\tfrac12u_0^2$. Putting that in again, and keeping terms up to the third order, gives

$$u=u_0+\frac{u_0^2}{2}+\left(\frac14+\frac38\right)u_0^3+\dots
=u_0+\frac{u_0^2}{2}+\frac{5u_0^3}{8}+\dots,$$

and hence $u^2=u_0^2+u_0^3+\dots$. The reduction is

$$\frac{\Delta}{V}=4u-3u^2
=4u_0+\left(2-3\right)u_0^2+\left(\frac52-3\right)u_0^3+\dots
=4u_0-u_0^2-\frac{u_0^3}{2}+\dots .$$

The first term is the uniform-field result, since $\Delta_0=2Fx_0=4Vx_0/W=4Vu_0$. Division by it yields

$$\frac{\Delta}{\Delta_0}=1-\frac{u_0}{4}-\frac{u_0^2}{8}+\dots,\qquad u_0=\frac{\Delta_0}{4V}.$$

The straight-line approximation is therefore good when $\Delta_0\ll V$.

The first correction has a simple origin. The parabola lies above its tangent at the interface by $Vx^2/W^2$. At $x_0$ this raises the barrier by $Vu_0^2$, which is the term $-u_0^2$ in $\Delta/V$. The accompanying shift of the top does not matter at this order, because the uniform-field energy is stationary at $x_0$.

In the example $u_0=16.36/743.4=0.0220$, and the expansion gives

$$\frac{\Delta}{\Delta_0}=1-0.00550-0.00006=0.9944 .$$

The numerically located top gives the same ratio, with $\Delta=0.04377$ eV. When the first correction is removed from the numerical result and the remainder is divided by $u_0^2$, the quotient is $-0.128$. The predicted coefficient is $-1/8$. The quotient still contains the higher orders, which change it by an amount of relative order $u_0$.

The local exponents are the derivatives of $\ln\Delta$ with respect to $\ln N$ and $\ln V$. Since $\Delta_0\propto N^{1/4}V^{1/4}$, the small parameter varies as $u_0\propto N^{1/4}V^{-3/4}$. To first order, $\ln\Delta=\ln\Delta_0-u_0/4$, and therefore

$$\frac{\partial\ln\Delta}{\partial\ln N}=\frac14-\frac14\cdot\frac{u_0}{4}=\frac14-\frac{u_0}{16},$$

$$\frac{\partial\ln\Delta}{\partial\ln V}=\frac14+\frac34\cdot\frac{u_0}{4}=\frac14+\frac{3u_0}{16}.$$

The signs reflect the geometry. Heavier doping makes $W$ shrink faster than $x_0$, so the top occupies a larger fraction of the layer and feels more of the curvature. A larger band bending widens the layer and moves the top towards the metal, so the curvature matters less. For the example the formulas give $0.2486$ and $0.2541$. Finite differences of the numerical reduction give $0.2486$ and $0.2542$.

A factor of sixteen in $N$ or in $V$ would double $\Delta_0$. With $16N$ the parameter $u_0$ doubles to $0.0440$. The ratio of the new reduction to the old one is predicted to be

$$2\times\frac{1-0.0440/4-0.0440^2/8}{0.9944}=1.989 .$$

With $16V$ the parameter is divided by $16^{3/4}=8$ and becomes $0.00275$. The corresponding ratio is

$$2\times\frac{1-0.00275/4}{0.9944}=2.010 .$$

The numerical factors are $1.989$ and $2.010$, with reductions of $0.0870$ eV and $0.0880$ eV. The first factor falls short of two because the curvature correction has grown. The second exceeds two because the correction has almost disappeared. These two cases test the mathematical model and lie at the edge of its physical range. Both raise the field at the metal fourfold, to $5.4\times10^{5}$ V/cm. With $16V$, a bending of 8 eV, this is close to avalanche breakdown in silicon at this doping. With $16N$, or $1.6\times10^{18}$ cm$^{-3}$, a semiconductor with a light effective mass is degenerate, and tunnelling through the barrier carries much of the current.

### (g) Electrons at the edge of the layer

**Question.** At a finite temperature the electron density does not drop abruptly at $x=W$. Let the electrons follow a Boltzmann distribution in the mean potential. How does this change the slope at the metal and the barrier reduction? Evaluate the result at 300 K.

**Solution.** Let $E_C(x)$ again be the band edge without the image energy, measured from the bulk. Far from the metal the electron density equals $N$, as neutrality requires. Where the band edge is higher, the density is $Ne^{-E_C/k_BT}$. This assumes a non-degenerate semiconductor and a Fermi level for the electrons that is flat across the region where they contribute to the charge. The image energy of the individual electrons is left out of the density, so this is a mean-field treatment. The net charge density is $N(1-e^{-E_C/k_BT})$, and Poisson's equation becomes

$$E_C''=\frac{4\pi N}{\varepsilon_s}\left(1-e^{-E_C/k_BT}\right).$$

Multiply both sides by $E_C'$. The left-hand side is then the derivative of $\tfrac12E_C'^2$, and the right-hand side can be integrated over $E_C$:

$$\frac12E_C'^2=\frac{4\pi N}{\varepsilon_s}\left(E_C+k_BT\,e^{-E_C/k_BT}\right)+C .$$

In the bulk both $E_C$ and $E_C'$ vanish, which gives $C=-4\pi Nk_BT/\varepsilon_s$. At the metal $E_C=V$, so the slope $F_T$ there obeys

$$F_T^2=\frac{8\pi N}{\varepsilon_s}\left[V-k_BT\left(1-e^{-V/k_BT}\right)\right].$$

For $V\gg k_BT$ the exponential is negligible, and the result differs from that of the abrupt layer by the replacement of $V$ with $V-k_BT$. The electrons that reach into the edge of the layer neutralise part of the donor charge. For a given total bending, less uncovered charge remains to produce the field at the metal.

When $V$ is comparable with $k_BT$, the correction is no longer small and the picture of an empty layer is lost. For $V\ll k_BT$, expansion of the exponential to second order gives $V-k_BT(1-e^{-V/k_BT})\approx V^2/(2k_BT)$. The slope is then proportional to $V$ and not to $\sqrt V$, so the basis of the fourth-root law in $V$ has gone.

For $V\gg k_BT$ the argument of part (c) applies with $F_T$ in place of $F$, and the leading reduction is

$$\sqrt{\frac{F_T}{\varepsilon_i}}=\left(\frac{8\pi N(V-k_BT)}{\varepsilon_s\varepsilon_i^2}\right)^{1/4}.$$

The curvature correction can be added as in (f). Near the metal the electrons are absent and $E_C''=4\pi N/\varepsilon_s$. The band edge lies above its tangent by $\tfrac12E_C''x^2$. At the uniform-field position, where $x^2=1/(4\varepsilon_iF_T)$, this equals

$$\frac12\cdot\frac{4\pi N}{\varepsilon_s}\cdot\frac{1}{4\varepsilon_iF_T}=\frac{\pi N}{2\varepsilon_s\varepsilon_iF_T}.$$

Raising the barrier means diminishing its reduction, so to this order

$$\Delta_T=\sqrt{\frac{F_T}{\varepsilon_i}}-\frac{\pi N}{2\varepsilon_s\varepsilon_iF_T}.$$

In the example $k_BT/V=0.02585/0.5=0.0517$. The slope falls to

$$F_T=1.345\times10^{-3}\times\sqrt{1-0.0517}=1.310\times10^{-3}\ \text{eV/Å},$$

and the leading reduction becomes

$$0.04401\times(1-0.0517)^{1/4}=0.0434\ \text{eV}.$$

The curvature term is $Vu_0^2$ multiplied by $F/F_T$, because the square of the position of the top is inversely proportional to the slope:

$$0.5\times0.02201^2\times\frac{1.345}{1.310}=0.00025\ \text{eV}.$$

The result is $\Delta_T=0.04343-0.00025=0.0432$ eV. A numerical solution of Poisson's equation with the Boltzmann electrons, to which the image energy was added before the top was located, also gives $0.0432$ eV.

Relative to $\Delta_0$, the electron tail removes about 1.3% and the curvature about 0.6%. In this example the simple law therefore overestimates the reduction of the full mean-field model by about 2%.

If electrons cross the barrier by thermal emission, with a rate proportional to $e^{-h/k_BT}$ for a top of height $h$, the lowering multiplies the rate by $e^{0.0432/0.02585}=e^{1.67}\approx5.3$. An energy that is small compared with the band bending can thus have a marked effect on the current. This factor is classical and neglects tunnelling. The curvature of $U$ at the top is about $k/(2\varepsilon_ix_0^3)=1.6\times10^{-4}$ eV/Å$^2$. For an effective mass $m^*$, in units of the electron mass, this corresponds to a quantum $\hbar\omega\approx0.035/\sqrt{m^*}$ eV. Tunnelling through the top is negligible only if $\hbar\omega\ll2\pi k_BT=0.16$ eV. For $m^*=0.26$ the quantum is 0.07 eV and for $m^*=0.067$ it is 0.14 eV, so the condition is not well met. The sharp unlowered barrier is then also penetrated by tunnelling, and the gain in current due to the image force is considerably smaller than the classical factor.

### (h) Discrete donors

**Question.** The donor charge has been treated as continuous. Compare the distances between donors with the distance of the barrier top from the metal and with the width of the layer. What does the calculated reduction then represent?

**Solution.** A cube that holds one donor on average has the side $N^{-1/3}=215$ Å, which is taken as the donor spacing. The field at the metal comes from all the donors in the layer. Projected on the interface, they have the density $NW=10^{-7}\times743.4=7.43\times10^{-5}$ Å$^{-2}$, which means one donor on average per square of side $(NW)^{-1/2}=116$ Å. Both lengths are much larger than the 16 Å between the metal and the top, so a donor is seldom found close to the top. Both are also well below the width of the layer. Most of the field therefore comes from many distant donors and is largely smoothed, although some variation along the interface remains.

The variation can be estimated for donors placed independently at random. Together with its image, a donor at depth $s$ and lateral distance $\rho$ contributes $2s/[\varepsilon_s(s^2+\rho^2)^{3/2}]$ to the slope at the metal. The variance of the slope is $N$ times the volume integral of the square of this contribution. For the donors deeper than $a$ it is

$$\frac{N}{\varepsilon_s^2}\int_a^W ds\int_0^\infty\frac{4s^2}{(s^2+\rho^2)^3}\,2\pi\rho\,d\rho
=\frac{2\pi N}{\varepsilon_s^2}\left(\frac1a-\frac1W\right).$$

Division by $F^2=(4\pi NW/\varepsilon_s)^2$ and a square root give the relative scatter. With $a=N^{-1/3}=215$ Å the deeper donors give about 5% if the charge at the edge of the layer is held fixed. The mobile electrons there respond to the individual donors and reduce this contribution somewhat. This is not the whole scatter. The donors nearer to the metal supply on average the fraction $a/W=0.29$ of the slope, and each causes a stronger deviation in its own neighbourhood. The variance grows without limit as $a\to0$, so the full scatter is not well described by a standard deviation.

The formula gives the reduction in the laterally averaged field. This is not the same as the average of the local reductions. Suppose that the local slope $F_{\rm loc}$ is positive and changes little over a distance of order $x_0$. Part (c) can then be applied at each place, and the local reduction is $\sqrt{F_{\rm loc}/\varepsilon_i}$. Let a bar denote the average over the interface. The variance of $\sqrt{F_{\rm loc}}$ cannot be negative, so

$$\overline{F_{\rm loc}}-\left(\overline{\sqrt{F_{\rm loc}}}\right)^2\ge0,
\qquad\text{hence}\qquad
\overline{\sqrt{\frac{F_{\rm loc}}{\varepsilon_i}}}\le\sqrt{\frac{\overline{F_{\rm loc}}}{\varepsilon_i}} .$$

Under these assumptions the mean local reduction is at most the value calculated from the mean field. The current need not follow the mean reduction. For thermal emission, places with a larger reduction carry exponentially more weight. A donor that happens to lie within a distance of order $x_0$ from the top violates the assumption of a nearly uniform local field, and its Coulomb potential must then be treated explicitly.

Heavier doping does not remove the scatter. At fixed $V$ the width of the layer falls as $N^{-1/2}$, whereas the donor spacing falls only as $N^{-1/3}$. As long as the spacing is much smaller than the width, the relative scatter due to the deeper donors, estimated above with $a=N^{-1/3}$, therefore grows roughly as $N^{1/6}$. In the example the spacing is 0.29 of the width, and the growth is slower. The top also approaches the metal: with $16N$, $x_0$ is halved to about 8 Å, and the use of a classical image force in a continuous dielectric becomes less secure. The fourth-root law thus requires a band bending large compared with both $k_BT$ and $\Delta_0$, and a barrier top well outside the atomic region of the interface. It describes the contact through its average field, about which the local field scatters. It gives the height of the classical barrier top. This height governs the current only while tunnelling is unimportant, and the thermal results also assume a non-degenerate semiconductor. The law further takes $\Phi$ to be independent of the field. In real contacts, charge in interface states can add a lowering roughly proportional to $F$, which is not included here.

The main values of the example are collected in the numerical output below.

## Table of computed values

```
donor density N = 1.0e-07 angstrom^-3
band bending V = 0.500 eV
permittivities eps_s, eps_i = 10.0, 10.0 (no unit)
temperature = 300 K
thermal energy kT = 0.02585 eV
depletion width W = 743.4 angstrom
interface slope F = 1.3452e-03 eV/angstrom
uniform-field top x0 = 16.36 angstrom
ratio u0 = x0/W = 0.02201 (no unit)
leading lowering = 0.04401 eV
leading lowering = 1.6174e-03 hartree
each of the two equal parts = 0.02201 eV
full-parabola lowering, numerical = 0.04377 eV
full-parabola top position = 16.54 angstrom
full/leading lowering = 0.99444 (no unit)
second-order coefficient, numerical = -0.1278 (no unit)
local exponent in N, numerical = 0.24859 (no unit)
local exponent in N, first order = 0.24862 (no unit)
local exponent in V, numerical = 0.25424 (no unit)
local exponent in V, first order = 0.25413 (no unit)
16 N, V: full lowering = 0.08703 eV
16 N, V: factor over base case = 1.9886 (no unit)
N, 16 V: full lowering = 0.08796 eV
N, 16 V: factor over base case = 2.0098 (no unit)
V_c, top level with bulk edge = 0.01748 eV
V below which no top exists = 0.01101 eV
Debye length = 119.5 angstrom
thermal interface slope = 1.3099e-03 eV/angstrom
leading lowering with V - kT = 0.04343 eV
thermal lowering with curvature = 0.04318 eV
thermal lowering, numerical = 0.04318 eV
mean donor spacing N^(-1/3) = 215.4 angstrom
```
